# Extracting an interface anisotropy slope from periodic slabs in finite field

## The decision and the quantity

Before a set of slab calculations in an electric field is started, one must decide how much vacuum to pay for and whether to apply the dipole correction. For the slab treated below, a cell of 40 bohr without the correction overstates the response of the magnetic anisotropy to the field by 76%. With the correction the same cell suffices. The error comes from electrostatics and can be predicted before it is removed.

The slab is periodic in the plane, has cell area $A$, and is repeated along $z$ with length $L$. Its magnetic face points towards $+z$. Let $E$ be the electric field in the vacuum, positive along $+z$, so that it leaves the magnetic face and draws electrons away from it. Define

$$K(E)=\frac{F_x(E)-F_z(E)}{A},\qquad \beta=\left.\frac{dK}{dE}\right|_{E=0},$$

where $F_x$ and $F_z$ are self-consistent electronic free energies with the magnetisation in the plane and along the normal. Positive $K$ favours the normal. Ions, exchange field and electron number are fixed, and both directions use the same $k$ mesh. $K$ is the spin-orbit part of the anisotropy; the magnetostatic shape term is left out. Hartree atomic units are used, with $e$ the positive elementary charge.

## What periodicity does to the vacuum field

Let $\rho(z)$ be the planar-averaged charge density of a neutral slab and $m=\int z\rho\,dz$ its dipole per area. With open boundaries and no applied field, Gauss's law gives

$$E_{\rm open}(z)=4\pi Q(z),\qquad Q(z)=\int_{-\infty}^{z}\rho(z')\,dz'.$$

$Q$ vanishes on both sides of the slab. Integration by parts, with $Q'=\rho$, gives

$$\int E_{\rm open}\,dz=4\pi\Big([zQ]-\int z\rho\,dz\Big)=-4\pi m .$$

Now place this same density in a periodic cell. Its field can differ from $E_{\rm open}$ by a constant only. A periodic potential requires the field to integrate to zero over $L$, which fixes that constant:

$$E_{\rm per}(z)=E_{\rm open}(z)+\frac{4\pi m}{L}.$$

If a sawtooth potential supplies a field $E_{\rm saw}$, with its jump placed in the vacuum, the slab therefore sees

$$E_{\rm vac}=E_{\rm saw}+\frac{4\pi m}{L}. \tag{1}$$

Here $m$ is the dipole in the periodic cell itself. Without a correction the density responds to the extra field, so the self-consistent $m$ differs from that of the open slab.

The dipole correction adds the field $-4\pi m/L$, that is, the potential $+4\pi mz/L$. The field is proportional to the dipole on which it acts, so its energy must be built up from zero dipole:

$$\Delta U=\int_0^m\frac{4\pi m'}{L}A\,dm'=\frac{2\pi A m^2}{L}.$$

The factor $2\pi$, not $4\pi$, keeps energy and potential consistent: the derivative of $\Delta U$ with respect to a charge at $z_i$, which changes $m$ by $z_i/A$ per unit charge, is $4\pi m z_i/L$.

## The free energy and its field derivative

The worked model places Gaussian charge sheets at heights $z_i$. Layer $i$ has ionic charge $Z_i$, electron number $n_i$ and net charge $q_i=Z_i-n_i$ per cell. With an electrostatic kernel $G_{ij}$,

$$U[n]=\frac{1}{2A}\sum_{ij}q_iG_{ij}q_j-E\sum_i q_iz_i .$$

The electron potential energy is $u_i=\partial U/\partial n_i$. Since $\partial q_i/\partial n_i=-1$,

$$u_i=-\frac1A\sum_jG_{ij}q_j+Ez_i .$$

For levels $\varepsilon$ in this potential, smearing energy $\tau$ and $N$ electrons, the band free energy is

$$F_{\rm band}=\mu N-\tau\Big\langle\sum\ln\big(1+e^{(\mu-\varepsilon)/\tau}\big)\Big\rangle_k .$$

Its derivative with respect to $\mu$ is $N$ minus the summed occupations, which is zero. A change of $u_i$ then acts through the levels alone, and $\partial F_{\rm band}/\partial u_i=n_i^{\rm out}$, the population produced by the potential. Define

$$F[n]=F_{\rm band}[u]-\sum_iu_in_i+U[n]. \tag{2}$$

Under a change of the $n_i$,

$$\delta F=\sum_i\big(n_i^{\rm out}\delta u_i-n_i\delta u_i-u_i\delta n_i+u_i\delta n_i\big)=\sum_i(n_i^{\rm out}-n_i)\,\delta u_i .$$

This vanishes at self-consistency. When $E$ changes, the implicit change of $n$ and the change of $u$ therefore drop out, and the explicit term in $U$ remains:

$$\frac{dF}{dE}=-\sum_iq_iz_i=-Am .$$

Subtracting the two magnetisation directions gives

$$\frac{dK}{dE}=-(m_x-m_z). \tag{3}$$

The slope is thus available from two zero-field calculations, as a small difference of dipoles. Physically, turning the magnetisation moves charge along the normal, and the field does work on that displacement. Equation (3) checks the finite-field slope independently, because no field is applied and no energies are subtracted.

The stationarity of (2) also justifies the force theorem. Insert the populations $n^z$ of the perpendicular state for both directions. The last two terms of (2) are then identical and cancel, leaving

$$AK\simeq F^{x}_{\rm band}[u^z]-F^{z}_{\rm band}[u^z],$$

with an error of second order in $n^x-n^z$.

## Both signs and two amplitudes

For a smooth response write

$$K(E)=K_0+\beta E+\kappa E^2+cE^3+dE^4+gE^5+\dots$$

The one-sided slopes at amplitude $h$ are

$$\frac{K(\pm h)-K_0}{\pm h}=\beta\pm\kappa h+ch^2\pm\dots$$

They differ by $2\kappa h$ at leading order. A single one-sided slope cannot separate this curvature from $\beta$. The odd combination removes all even terms:

$$b(h)=\frac{K(h)-K(-h)}{2h}=\beta+ch^2+gh^4+\dots$$

At twice the amplitude, $b(2h)=\beta+4ch^2+16gh^4+\dots$, so that

$$\frac{4b(h)-b(2h)}{3}=\beta-4gh^4+\dots,\qquad \frac{b(2h)-b(h)}{3h^2}=c+5gh^2+\dots \tag{4}$$

The curvature has a physical meaning. Differentiating (3) once more gives $2\kappa=-(\chi_x-\chi_z)$, where $\chi=dm/dE$: it is the anisotropy of the slab polarisability.

Small fields reduce the truncation error but amplify numerical noise. If each $K$ carries an error of at most $\epsilon$, then $b(h)$ is wrong by at most $2\epsilon/2h=\epsilon/h$. The extrapolated value in (4) is wrong by at most

$$\frac43\frac{\epsilon}{h}+\frac13\frac{\epsilon}{2h}=\frac{3\epsilon}{2h}.$$

This sets the energy convergence that a given accuracy requires.

## The error without the correction

Let $f_d(m)$ be the free energy per area of the open slab with magnetisation direction $d$, made stationary at fixed dipole and without applied field. In an open cell one makes $f_d(m)-Em$ stationary; in an uncorrected periodic cell, $f_d(m)-E_{\rm saw}m-2\pi m^2/L$. The conditions on $m$ are

$$f_d'(m)=E\qquad\text{and}\qquad f_d'(m)=E_{\rm saw}+4\pi m/L .$$

They select the same dipole when $E=E_{\rm vac}$. By stationarity, the anisotropy in either cell is $f_x(m)-f_z(m)$ at that common dipole, up to second order in $m_x-m_z$. Hence

$$K_{\rm raw}(E_{\rm saw})\simeq K(E_{\rm vac}).$$

Now take $m=m_0+\chi E_{\rm vac}$, with $m_0$ and $\chi$ averaged over the two directions. Equation (1) becomes

$$E_{\rm vac}\Big(1-\frac{4\pi\chi}{L}\Big)=E_{\rm saw}+\frac{4\pi m_0}{L}.$$

At zero sawtooth field a stray field remains,

$$E_s=\frac{4\pi m_0}{L-4\pi\chi}, \tag{5}$$

and each unit of sawtooth field produces $L/(L-4\pi\chi)$ units of vacuum field. The apparent slope is therefore

$$\beta_{\rm raw}\simeq K'(E_s)\,\frac{L}{L-4\pi\chi}. \tag{6}$$

There are two distinct errors. The permanent dipole $m_0$ displaces the working point, so the apparent zero-field anisotropy is $K(E_s)$. The induced dipole rescales the field axis. The second error is present even when $m_0=0$, so a slab without a permanent dipole still needs the correction once a field is applied. If the curvature is negligible, the relative error of the slope is $4\pi\chi/(L-4\pi\chi)$, which falls as $1/L$ for large cells. For a metal $4\pi\chi$ is close to the slab thickness, so thicker slabs need proportionally more vacuum. Applying both field signs does not reveal this error, because (6) is still a linear response.

## Which face responds

A uniform field leaves one face and enters the other. Let $E_t$ and $E_b$ be the fields above and below the slab. To first order,

$$K=K_0+\beta_tE_t+\beta_bE_b,\qquad \beta=\beta_t+\beta_b .$$

A slab that is its own mirror image in $z$ shows the danger. Reflection reverses $E$. It keeps a magnetisation along $z$, an axial vector, and reverses one along $x$, which time reversal restores without changing the energy. Thus $K(E)=K(-E)$ and $\beta=0$, however strongly each face responds.

The two parts can be separated by charging the slab. Gauss's law requires a charge per area $\sigma=(E_t-E_b)/4\pi$. The slab's own fields are $\pm2\pi\sigma$ on its two sides, so the external field must be $(E_t+E_b)/2$, and the electron number becomes $N-A\sigma$. This number is the same for both magnetisation directions, so the choice of origin for $z$ cancels in $K$. Open boundaries are used here because a charged periodic cell would need a compensating background.

## Procedure

1. Converge the zero-field state with the dipole correction for both magnetisation directions, and record $m_x$, $m_z$ and $K_0$.
2. Compute $K$ at $\pm h$ and $\pm2h$. Form $b(h)$, $b(2h)$, $\kappa$ and the extrapolated $\beta$.
3. Compare $\beta$ with $-(m_x-m_z)$. A disagreement points to incomplete self-consistency, or to an energy that does not match the potential. Agreement does not show that the dipole correction is active, because the same relation holds for the apparent slope in an uncorrected cell.
4. Repeat $b(h)$ at several $L$. A residual trend as $1/L$ indicates a faulty correction; a rapid change in short cells indicates overlapping densities.
5. Reduce the smearing and refine the $k$ mesh together until the slope settles, and measure the far-face part before calling the result an interface slope.

## A five-layer slab

The test slab has one magnetic layer on four nonmagnetic ones, spaced by 4 bohr, with $A=25$ bohr². Each layer is a square lattice of $yz$, $zx$ and $xy$ orbitals with Hamiltonian

$$H=H_{\rm hop}+\varepsilon_i+u_i+\xi_i\,\mathbf L\cdot\mathbf S-\tfrac12\Delta_i\,\boldsymbol\sigma\cdot\hat{\mathbf d},$$

where $\hat{\mathbf d}$ is the magnetisation direction. Hopping joins like orbitals on nearest neighbours. It is $-0.003$ Ha along the axis missing from the orbital's name and 0.020 Ha along the other two. The matrices of $\mathbf L$ follow from applying $-i\,\mathbf r\times\nabla$ to the products $yz$, $zx$, $xy$ and keeping the part within this set; for example $L_z|zx\rangle=i|yz\rangle$ and $L_z|yz\rangle=-i|zx\rangle$. The spin-orbit constant $\xi$ is 0.004 Ha in the magnetic layer and 0.010 Ha elsewhere, the exchange splitting is $\Delta=0.10$ Ha in the magnetic layer, and $\tau=0.008$ Ha. The on-site energy $\varepsilon_i$ is $-0.03$ Ha in the magnetic layer and zero elsewhere, and the ionic charge $Z_i$ is 4 in the magnetic layer and 3 elsewhere. These are round model values and describe no particular material.

The open and periodic kernels are computed by different routes. Averaging $-2\pi|z-z'|$ over two Gaussians of width $w=1$ bohr, whose separation has mean $D$ and variance $2w^2$, gives

$$G^{\rm open}(D)=-2\pi\Big[D\,{\rm erf}\frac{D}{2w}+\frac{2w}{\sqrt\pi}e^{-D^2/4w^2}\Big].$$

In the periodic cell Poisson's equation is solved for each wavenumber $p=2\pi j/L$:

$$G^{\rm per}(D)=\frac{8\pi}{L}\sum_{j\ge1}\frac{\cos(pD)}{p^2}e^{-p^2w^2}.$$

**Linearity.** At zero field $K_0=4.4413\times10^{-7}$ Ha/bohr², or 0.691 mJ/m². With $h=0.001$ atomic units, or 0.514 V/nm,

$$b(h)=\frac{(4.4249414-4.4576102)\times10^{-7}}{0.002}=-1.63344\times10^{-6}\ e/\text{bohr}.$$

The one-sided slopes are $-1.6383\times10^{-6}$ and $-1.6286\times10^{-6}$ $e$/bohr for positive and negative field. Each deviates from $b(h)$ by 0.3%, in opposite directions, as the term $\kappa h$ requires. Doubling the amplitude changes the odd slope by about 0.002%. The even term $\kappa h$ doubles with the amplitude, so at $\pm2h$ the one-sided slopes deviate by 0.6%. Over this range the change of $K$ is therefore proportional to the field to within 0.6%.

Extrapolation gives $\beta=-1.6335\times10^{-6}$ $e$/bohr, or $-4.95$ fJ/(V m), and the zero-field dipoles give the same value to these digits. The negative sign means that a field leaving the magnetic face weakens the preference for the normal. A field of 1 V/nm lowers $K$ by about 0.005 mJ/m², or 0.7% of $K_0$.

For an extrapolated slope good to 1%, the noise bound requires

$$\epsilon\le\frac{2h}{3}\,(0.01|\beta|)=1.1\times10^{-11}\ \text{Ha/bohr}^2,$$

or $2.7\times10^{-10}$ Ha per cell in $F_x-F_z$. Errors common to both directions cancel and need not meet this limit.

The force theorem gives a zero-field $K$ 0.05% below the self-consistent value and an odd slope 0.13% larger in magnitude. It is adequate here; a larger charge rearrangement between the two directions would degrade it.

**Vacuum and dipole correction.** The corrected $b(h)$ is the same to all printed digits at $L=40$, 60 and 120 bohr, and agrees with the open-boundary value. The uncorrected slopes are:

| $L$ (bohr) | $\beta_{\rm raw}$ ($10^{-6}$ $e$/bohr) | Error relative to corrected $b(h)$ |
|---:|---:|---:|
| 40 | $-2.871$ | 76% |
| 60 | $-2.292$ | 40% |
| 120 | $-1.908$ | 17% |

The open slab has $4\pi\chi=17.21$ bohr, so (6) predicts a field magnification of $40/(40-17.21)=1.755$ in the shortest cell. Multiplying by $\beta$ gives $-2.867\times10^{-6}$; including the change of $K'$ at the stray field gives $-2.871\times10^{-6}$ $e$/bohr, as found. To reduce this error to 1% by vacuum alone would need $L=101\times17.21\approx1740$ bohr.

Uncorrected data can still be rescued if the curvature is small, because (6) then makes $1/\beta_{\rm raw}$ linear in $1/L$. The cells of 60 and 120 bohr give

$$\frac1\beta\simeq\frac{2}{\beta_{\rm raw}(120)}-\frac{1}{\beta_{\rm raw}(60)},$$

hence $\beta\simeq-1.63\times10^{-6}$ $e$/bohr. This costs larger cells than the correction does.

The value of $4\pi\chi$ exceeds the 16 bohr between the outer layers. A two-sheet estimate shows why it can: the finite width of the sheets pushes the screening planes outwards. Put charges $\pm\sigma$ on the outer layers, a distance $D=16$ bohr apart, and neglect the electronic cost of charging them. Their averaged potentials are equal when

$$ED=4\pi\sigma\Big(D-\frac{2w}{\sqrt\pi}\Big),$$

the subtraction being the self-term of the Gaussians. With $\chi=\sigma D/E$, $4\pi\chi=D^2/(D-1.13)=17.2$ bohr. The closeness is partly a cancellation. Holding all five sheets at one potential puts opposite charges on the second layers and raises $4\pi\chi$ to 17.36 bohr, and the electronic cost of charging lowers it again to 17.21 bohr.

The permanent dipole is small: $4\pi m_0=0.0053$ Ha/$e$. At $L=40$ bohr, (5) gives $E_s=0.00533/22.79=2.34\times10^{-4}$, which lowers the apparent $K_0$ by only 0.09%. The field found in the perpendicular state is 0.2% below this prediction. That is the expected difference, since (5) uses the mean dipole, which exceeds $m_z$ by $(m_x-m_z)/2=8.2\times10^{-7}$ $e$/bohr, or 0.2% of $m_0$.

**Faces and sampling.** The separate responses are $\beta_t=-1.6341\times10^{-6}$ and $\beta_b=+6.3\times10^{-10}$ $e$/bohr. The far face contributes 0.04% of the slab slope in magnitude, so here the slab slope may be called the slope of the magnetic face. This is a result for this slab at this smearing. At lower smearing the far face matters more: it contributes about 3% for $\tau$ between 0.002 and 0.004 Ha, and of order 10% at 0.001 Ha, near room temperature, where the slab slope can no longer be called an interface slope. A thinner or less well screening support must also be measured afresh. Refining the $k$ mesh from $16\times16$ to $24\times24$ changes the dipole slope by 0.02%. This does not make $\beta$ a low-temperature value. The smearing was held fixed at 0.008 Ha, which corresponds to an electronic temperature of about 2500 K, and the slope changes strongly and not monotonically when it is reduced: it is near $-3.0\times10^{-6}$ $e$/bohr at 0.002 Ha and near $-1.8\times10^{-6}$ $e$/bohr at 0.001 Ha, so step 5 is not yet satisfied for this slab.

## Where more vacuum does harm

The model has no orbitals extending into the vacuum, so its flat dependence on $L$ tests the electrostatics and not the density tails. A real slab calculation needs enough vacuum for those tails to decay, but there is also an upper limit. The electron potential energy in the vacuum is $Ez$ plus a constant, and it falls away from one of the faces until the sawtooth jump. Over a vacuum length $\ell$ on that side it drops by $|E|\ell$. If this exceeds the work function $\Phi$, the bottom of the well at the jump lies below the Fermi level, and electrons may leave the slab for it. When the smearing energy is small, a safe condition is

$$|E|\,\ell<\Phi .$$

It is then conservative, because confinement raises the lowest level above the bottom of the well. With large smearing, levels above the Fermi level are partly filled, and $|E|\,\ell$ should stay below $\Phi$ by several $\tau$. For $|E|=0.002$ and $L=120$ bohr, $\ell\approx(120-16)/2=52$ bohr and the drop is 0.104 Ha, about 2.8 eV, which is more than half of a typical metal work function of 4 to 5 eV. At $L=40$ bohr it is 0.024 Ha. With the dipole correction in place, the better choice is the shortest vacuum in which the density tails have converged.

The slope is also a clamped-ion quantity. Ionic displacement, the response of the exchange field and charge structure within the planes can each change it, and none of the convergence tests above measures them. The numerical output lists the values at every field and cell length.

## Computed results

```
layers 5, spacing 4.0 bohr, area 25.0 bohr^2, sheet width 1.0 bohr
hopping pi 0.02, delta -0.003, smearing 0.008 Ha
exchange splitting by layer, bottom to top (Ha): [0.  0.  0.  0.  0.1]
spin-orbit constant by layer (Ha): [0.01  0.01  0.01  0.01  0.004]
on-site energy by layer (Ha): [ 0.    0.    0.    0.   -0.03]
ion charge by layer (e): [3. 3. 3. 3. 4.]
net layer charge, zero field (e): [ 1.00e-05 -3.00e-05  1.00e-05 -2.62e-03  2.63e-03]
field step 0.001 a.u. = 0.5142 V/nm
zero-field dipole per area m0 = 4.241803e-04 e/bohr
4 pi m0 = 0.005330 Ha/e; 4 pi chi = 17.2101 bohr
K at field -0.002 a.u. = 4.4737982e-07 Ha/bohr^2
K at field -0.001 a.u. = 4.4576102e-07 Ha/bohr^2
K at field +0.000 a.u. = 4.4413245e-07 Ha/bohr^2
K at field +0.001 a.u. = 4.4249414e-07 Ha/bohr^2
K at field +0.002 a.u. = 4.4084616e-07 Ha/bohr^2
K at zero field = 0.69147 mJ/m^2
one-sided slope, positive field = -1.638308e-06 e/bohr
one-sided slope, negative field = -1.628579e-06 e/bohr
odd slope b(h) = -1.6334435e-06 e/bohr
odd slope b(2h) = -1.6334153e-06 e/bohr
extrapolated beta = -1.6334529e-06 e/bohr = -4.9456 fJ/(V m)
beta from zero-field dipoles = -1.6334502e-06 e/bohr
quadratic coefficient kappa = -4.86446e-06 a.u.
cubic coefficient c = 9.40322e-06 a.u.
force theorem K at zero field = 4.4392533e-07 Ha/bohr^2
force theorem odd slope = -1.6356209e-06 e/bohr
L = 40 bohr: corrected slope -1.6334435e-06 e/bohr
  uncorrected slope -2.87091e-06, predicted -2.87096e-06 e/bohr
  stray vacuum field 2.33442e-04, predicted 2.33893e-04 a.u.
  uncorrected K(0) 4.43750e-07, predicted 4.43750e-07 Ha/bohr^2
L = 60 bohr: corrected slope -1.6334435e-06 e/bohr
  uncorrected slope -2.29210e-06, predicted -2.29212e-06 e/bohr
  stray vacuum field 1.24331e-04, predicted 1.24572e-04 a.u.
  uncorrected K(0) 4.43929e-07, predicted 4.43929e-07 Ha/bohr^2
L = 120 bohr: corrected slope -1.6334435e-06 e/bohr
  uncorrected slope -1.90752e-06, predicted -1.90753e-06 e/bohr
  stray vacuum field 5.17574e-05, predicted 5.18573e-05 a.u.
  uncorrected K(0) 4.44048e-07, predicted 4.44048e-07 Ha/bohr^2
slope from field above magnetic face = -1.634075e-06 e/bohr = -4.9474 fJ/(V m)
slope from field below far face = 6.312040e-10 e/bohr
far-face part / slab slope = -0.00039
dipole slope, 24 x 24 instead of 16 x 16 k mesh = -1.6330568e-06 e/bohr
```
